# Damped linear response in a paired real subspace, with Li\(_2\) example, part 1

(Sections cited here and not found follow in the second part.)

For Li\(_2\) at \(R=5.05\) bohr in TDHF/cc-pVTZ, four real vectors taken from the damped response solution at the single complex frequency \(z_0=0.05+0.005i\) hartree place the first bright excitation at 0.076323 hartree; full diagonalization gives 0.076322. Twelve such vectors, from three frequencies, reproduce \(\alpha_{zz}(\omega+0.005i)\) on 151 points between 0 and 0.15 hartree with a largest error of \(3.1\times10^{-9}\) relative to the exact \(|\alpha|\) at the same point. On 201 equally spaced points between 2 and 3 hartree the same twelve vectors give a median relative error of 0.87 and a largest one of 3.1, the latter at a point where \(|\alpha|\) is only 0.17. The projection on real vectors that are symmetric or antisymmetric under exchange of excitation and de-excitation amplitudes is shown below to be exact in value and slope at the anchor frequencies; far from them only structural properties survive (real paired poles, pole bounds, non-negative absorption), and the size of the error elsewhere is a numerical result for this example.

## 1. Equation and conventions

Hartree atomic units and real orbitals are used throughout. The starting point is the linear response equation at \(z=\omega+i\gamma\), \(\gamma>0\), for time dependence \(e^{-izt}\):
\[
K(z)X=V,\qquad K(z)=E-zS,\qquad \alpha(z)=V^TX,
\]
\[
E=\begin{pmatrix}A&B\\B&A\end{pmatrix},\quad S=\begin{pmatrix}\Sigma&\Delta\\-\Delta&-\Sigma\end{pmatrix},\quad X=\begin{pmatrix}x\\y\end{pmatrix},\quad V=\begin{pmatrix}v_1\\v_2\end{pmatrix}.
\]
\(A,B,\Sigma\) are real symmetric \(n\times n\) matrices, \(\Delta\) is real antisymmetric and \(V\) is real. Then \(E\) and \(S\) are real symmetric, and \(K\) is complex symmetric, \(K^T=K\), but not Hermitian. For closed-shell singlet TDHF in canonical orbitals (occupied \(i,j\), virtual \(a,b\), \(D_{ia}=\varepsilon_a-\varepsilon_i\)), \(\Sigma=1\), \(\Delta=0\) and
\[
A_{ia,jb}=D_{ia}\delta_{ij}\delta_{ab}+2(ia|jb)-(ij|ab),\qquad B_{ia,jb}=2(ia|jb)-(ib|ja).
\]
A real operator has \(v_1=v_2\). A purely imaginary Hermitian operator has \(\langle a|o|i\rangle=-\langle i|o|a\rangle\), so after a factor \(i\) is removed \(v_1=-v_2\).

## 2. Symmetric and antisymmetric components

The two block rows are
\[
Ax+By-z(\Sigma x+\Delta y)=v_1,\qquad Bx+Ay+z(\Delta x+\Sigma y)=v_2 .
\]
Define \(g=(x+y)/\sqrt2\), \(u=(x-y)/\sqrt2\), and \(v_g,v_u\) likewise from \(v_1,v_2\). In the sum of the rows the terms in \(z\) are \(-z[(\Sigma-\Delta)x-(\Sigma-\Delta)y]\); in the difference they are \(-z[(\Sigma+\Delta)x+(\Sigma+\Delta)y]\). With \(P=A+B\), \(M=A-B\), \(T=\Sigma+\Delta\), and \(T^T=\Sigma-\Delta\), division by \(\sqrt2\) gives
\[
Pg-zT^Tu=v_g,\qquad Mu-zTg=v_u. \tag{1}
\]
The transformation is orthogonal, so \(\alpha=v_g^Tg+v_u^Tu\), and in these coordinates \(E=\mathrm{diag}(P,M)\) while \(S\) has \(T^T\) and \(T\) off the diagonal. \(E\) keeps the symmetry of a vector and \(S\) reverses it. The reference state is assumed stable against the rotations contained in these matrices, \(P>0\) and \(M>0\), which is \(E>0\). For Li\(_2\) the lowest eigenvalues are 0.09996 and 0.05563. This covers singlet rotations only: the same RHF state is unstable towards triplet rotations, and a spin-unrestricted solution lies about 1.3 millihartree lower. The singlet response treated here does not couple to those rotations, but it is the response of the restricted state: the unrestricted solution has \(\alpha_{zz}(0)\approx240\), about 3% below the restricted value of section 7.

For the dipole operator \(v_u=0\) and \(v_g=2d\), \(d_{ia}=\langle i|r_z|a\rangle\), with \(r_z\) the coordinate along the bond. The factor 2 is fixed by the uncoupled static limit: two electrons per orbital give the second-order energy \(-2F^2\sum d^2/D=-\tfrac12\alpha F^2\), so \(\alpha=4\sum d^2/D\), which is \(v_g^TP^{-1}v_g\) for \(P=D\).

Two symmetries of (1) hold for \(v_u=0\). Complex conjugation shows that \((g^*,u^*)\) solves the equations at \(z^*\). Replacing \(z\to-z\) and \(u\to-u\) leaves the first equation unchanged and multiplies the second by \(-1\), so \((g,-u)\) solves them at \(-z\). Hence \(\alpha(z^*)=\alpha(z)^*\) and \(\alpha(-z)=\alpha(z)\).

Write \(g=g^R+ig^I\), \(u=u^R+iu^I\), and use \(zu=(\omega u^R-\gamma u^I)+i(\omega u^I+\gamma u^R)\). The first equation of (1) splits into \(Pg^R-\omega T^Tu^R+\gamma T^Tu^I=v_g\) and \(Pg^I-\omega T^Tu^I-\gamma T^Tu^R=0\); the second splits in the same way with \(P\to M\), \(T^T\to T\), \(g\leftrightarrow u\). Changing the sign of both imaginary-part equations makes the matrix symmetric:
\[
\begin{pmatrix}P&-\omega T^T&0&\gamma T^T\\-\omega T&M&\gamma T&0\\0&\gamma T^T&-P&\omega T^T\\ \gamma T&0&\omega T&-M\end{pmatrix}\begin{pmatrix}g^R\\u^R\\g^I\\u^I\end{pmatrix}=\begin{pmatrix}v_g\\v_u\\0\\0\end{pmatrix}. \tag{2}
\]
The diagonal holds both \(P\) and \(-P\), so the matrix is indefinite and a Cholesky factorization does not apply to it.

## 3. Projection

Let \(G\) (\(n\times k_g\)) and \(U\) (\(n\times k_u\)) have real orthonormal columns, and set \(g=Gc_g\), \(u=Uc_u\) with complex coefficients. The same \(G\) carries \(g^R\) and \(g^I\), and the same \(U\) carries \(u^R\) and \(u^I\). In the original coordinates the trial vectors are \((b,b)/\sqrt2\) and \((b,-b)/\sqrt2\), collected in a real \(2n\times(k_g+k_u)\) matrix \(\mathcal B\).

These are exactly the real subspaces closed under the exchange \((x,y)\to(y,x)\). A space \(G\oplus U\) is closed because the exchange acts as \(+1\) on one part and \(-1\) on the other. Conversely, a closed space contains with \((x,y)\) the sum \((x+y,x+y)\) and the difference \((x-y,y-x)\) of the vector and its partner, and \((x,y)\) is half the sum of these two. Adding a general real vector together with its partner is therefore the same as adding one symmetric and one antisymmetric vector.

With \(\tilde X=\mathcal Bc\) and residual \(R=K\tilde X-V\), the Galerkin condition \(\mathcal B^TR=0\) multiplies the equations (1) by \(G^T\) and \(U^T\):
\[
\tilde Pc_g-z\tilde T^Tc_u=\tilde v_g,\qquad \tilde Mc_u-z\tilde Tc_g=\tilde v_u, \tag{3}
\]
\[
\tilde P=G^TPG,\quad \tilde M=U^TMU,\quad \tilde T=U^TTG,\quad \tilde v_g=G^Tv_g,\quad\tilde v_u=U^Tv_u .
\]
Equation (3) has the form of (1), so its real form is (2) with tildes, of dimension \(2(k_g+k_u)\), and both symmetries carry over. No reduced matrix contains \(z\). \(\tilde T\) is rectangular in general and is not the unit matrix even when \(T=1\).

## 4. Poles and strengths of the reduced response

\(\tilde P\) and \(\tilde M\) inherit positivity, so \(\tilde P=L_pL_p^T\) and \(\tilde M=L_mL_m^T\). Put \(c_g=L_p^{-T}c_g'\), \(c_u=L_m^{-T}c_u'\), multiply (3) by \(L_p^{-1}\) and \(L_m^{-1}\), and define \(W=L_m^{-1}\tilde TL_p^{-T}\). For \(v_u=0\),
\[
c_g'-zW^Tc_u'=L_p^{-1}\tilde v_g,\qquad c_u'=zWc_g'\quad\Rightarrow\quad (1-z^2W^TW)c_g'=L_p^{-1}\tilde v_g .
\]
Take the singular value decomposition \(W=Y\tilde\sigma Z^T\), with \(Z\) square of order \(k_g\) and the list \(\tilde\sigma_1\ge\tilde\sigma_2\ge\dots\) padded with zeros to length \(k_g\). Since \(\tilde\alpha=\tilde v_g^Tc_g=(L_p^{-1}\tilde v_g)^Tc_g'\) and \(W^TW=Z\tilde\sigma^2Z^T\),
\[
\tilde\alpha(z)=\sum_{k=1}^{k_g}\frac{a_k^2}{1-z^2\tilde\sigma_k^2},\qquad a=Z^TL_p^{-1}\tilde v_g. \tag{4}
\]
A term with \(\tilde\sigma_k>0\) equals \(\tilde f_k/(\tilde\omega_k^2-z^2)\), with \(\tilde\omega_k=1/\tilde\sigma_k\) and \(\tilde f_k=a_k^2\tilde\omega_k^2\). For the \(zz\) component \(f\) is \(2\omega_k|\mu_z|^2\), three times the orientation-averaged oscillator strength of a \(z\)-polarized line. After one decomposition each further frequency costs \(k_g\) complex divisions.

In the primed coordinates \(\tilde E=1\) and \(\tilde S\) has \(W^T,W\) off the diagonal. The vectors \((Z_k,\pm Y_k)/\sqrt2\), built from columns of \(Z\) and \(Y\), are its eigenvectors with eigenvalues \(\pm\tilde\sigma_k\). The poles are thus real and paired, and (3) has a unique solution for every non-real \(z\). When \(W\) has full rank, the remaining \(|k_g-k_u|\) eigenvalues vanish. For \(k_g>k_u\) these appear in (4) as constants \(a_k^2\), so \(\tilde\alpha\) tends to their sum at large \(|z|\), whereas \(\alpha\to0\) for nonsingular \(T\). Equal dimensions avoid this artefact as long as \(\tilde T\) is nonsingular.

Because \(\mathrm{Im}\,z^2=2\omega\gamma\),
\[
\mathrm{Im}\,\tilde\alpha=2\omega\gamma\sum_k\frac{a_k^2\tilde\sigma_k^2}{|1-z^2\tilde\sigma_k^2|^2},
\]
which is non-negative for \(\omega\ge0\) and zero on the imaginary axis. An unconverged paired subspace cannot produce negative absorption in a diagonal component with a right side of pure symmetry.

Reality and pairing have different origins. Any real basis gives \(\tilde E>0\) and a symmetric \(\tilde S\), hence real poles; exchange closure guarantees the \(\pm\) symmetry, which a general real basis lacks. Pairing does not need stability; the proofs of reality, of non-negative strengths and of the bounds below use it. With \(P>0\) and \(T\) nonsingular, eliminating \(g\) from the homogeneous form of (1) gives \(Mu=z^2\,TP^{-1}T^Tu\). The matrix on the right is positive, so by Sylvester's law of inertia there are as many negative \(z^2\) as negative eigenvalues of \(M\), each an imaginary pair \(\pm i|z|\). A failed Cholesky factorization of \(\tilde M\) or \(\tilde P\), with a well-conditioned basis, proves an instability; success does not exclude one outside the subspace.

The reduced poles are upper bounds. In the full space the same steps, with matrix square roots, give \(\sigma_k=1/\omega_k\) as singular values of \(F=M^{-1/2}TP^{-1/2}\). Let \(Q_g=P^{1/2}GL_p^{-T}\) and \(Q_u=M^{1/2}UL_m^{-T}\). Then \(Q_g^TQ_g=L_p^{-1}\tilde PL_p^{-T}=1\), likewise \(Q_u^TQ_u=1\), and \(Q_u^TFQ_g=L_m^{-1}U^TTGL_p^{-T}=W\). Projection cannot lengthen a vector, so \(\|Wc\|\le\|FQ_gc\|\), while \(\|Q_gc\|=\|c\|\). By the Courant–Fischer principle \(\tilde\sigma_k\) is the maximum over \(k\)-dimensional subspaces of the minimum of \(\|Wc\|/\|c\|\). Each such subspace maps under \(Q_g\) to a \(k\)-dimensional subspace of the full space, among which the same maximum for \(F\) is \(\sigma_k\). Therefore \(\tilde\sigma_k\le\sigma_k\) and \(\tilde\omega_k\ge\omega_k\). If the trial vectors belong to one point-group block, the argument applies within that block.

## 5. Error and interpolation

From \(\tilde X=K^{-1}(V+R)\) follows \(\tilde\alpha=V^T\tilde X=\alpha+V^TK^{-1}R\). The Galerkin condition gives \(\tilde X^TR=c^T\mathcal B^TR=0\), with a plain transpose. Using \(K^T=K\), this reads \((V+R)^TK^{-1}R=0\), so \(V^TK^{-1}R=-R^TK^{-1}R\) and
\[
\alpha-\tilde\alpha=R^TK^{-1}R. \tag{5}
\]
The error is quadratic in the residual. For a bound write \(K=E^{1/2}(1-zS')E^{1/2}\), where \(S'=E^{-1/2}SE^{-1/2}=O\,s\,O^T\) is real symmetric with eigenvalues \(s_j=\pm\sigma_k\). With \(r=O^TE^{-1/2}R\), (5) is \(\sum_jr_j^2/(1-zs_j)\), and \(\sum_j|r_j|^2=R^\dagger E^{-1}R\), so
\[
|\alpha-\tilde\alpha|\le R^\dagger E^{-1}R\;\max_j\frac1{|1-zs_j|}. \tag{6}
\]
On the positive branch \(|1-z\sigma_k|=|\omega_k-z|/\omega_k\), so the last factor reaches \(\omega_k/\gamma\) on resonance: for the bound to guarantee a given absolute error there, a smaller damping requires a smaller residual. At \(z=0\), \(R\) is real and \(K=E>0\), which gives \(\tilde\alpha(0)\le\alpha(0)\). The same inequality holds for real \(z\) with \(|z|\) below the lowest exact pole, where \(R\) is still real and \(K\) still positive definite. For general complex \(z\), (5) fixes no sign.

Suppose \(G\) spans \(g^R,g^I\) and \(U\) spans \(u^R,u^I\) of the exact solution at a non-real \(z_0\), with \(v_u=0\). The exact solution lies in the trial space and has zero residual, so by uniqueness it is the reduced solution and \(R(z_0)=0\). By the symmetries of section 2 the exact solutions at \(-z_0\), \(z_0^*\), \(-z_0^*\) are \((g,-u)\), \((g^*,u^*)\), \((g^*,-u^*)\), which lie in the same space. \(R(z)\) is analytic near each point and vanishes there, so by (5) the error has a double zero. The value and the slope
\[
\frac{d\alpha}{dz}=V^TK^{-1}SK^{-1}V=X^TSX
\]
(from \(dK^{-1}/dz=K^{-1}SK^{-1}\)) are exact at all four points. For \(m\) anchor frequencies with independent components, \(k_g=k_u=2m\), and (4) has \(4m\) real parameters, as many as the real conditions on value and slope at \(m\) complex points. The reduced response is a rational Hermite interpolant in \(z^2\) with real poles and non-negative strengths.

This is the sense in which one subspace serves many frequencies. It defines \(\tilde\alpha\) at every \(z\), and it is accurate where \(R(z)\) is small, which has to be monitored. A window that contains more separately resolved lines (significant strength, spacing large compared with \(\gamma\)) than the subspace has poles cannot be represented. The rate of convergence with \(m\) is not derived here.

Three alternatives, each built from the same \(X_0=X(z_0)\), lose part of this structure.

The paired real subspace has been shown to give real paired poles, non-negative absorption for a right side of pure symmetry, and exact values and slopes at the anchor frequencies, with an error quadratic in the residual. What remains is to examine the three alternatives, describe how the space is expanded, and follow the method in numbers for Li\(_2\).

Numerical values quoted here were computed with a short program.
